# Chemical potential of a doped semiconductor with negative-U centres: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Negative-U centres in a doped semiconductor: pinning of the chemical potential.

Result under test: for H = eps*(n_up+n_dn) + U*n_up*n_dn the empty and doubly
occupied states are degenerate at mu_pair = eps + U/2.  For U < 0 a partly
filled set of centres (mean filling n, 0 < n < 2) has
  mu = mu_pair + kT*ln{[a*d + sqrt(1-d^2+a^2*d^2)]/(1-d)},
  d = n-1, a = exp(U/(2kT)), so that mu -> mu_pair as T -> 0.
Energies are in eV from the conduction-band edge, lengths in nm, densities in
nm^-3 (1 nm^-3 = 1e21 cm^-3).  A centre is neutral with two electrons.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

kB = sc.k / sc.e
K = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18            # hbar^2/2m_e, eV nm^2
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9         # e^2/(4 pi eps0), eV nm

# Model centre, and rough SrTiO3 host values
eps, U = 0.12, -0.20
U_bare, relax, hw = 0.30, 0.50, 0.05
Ni = 0.1
masses, valleys, a_lat = np.array([0.7, 0.7, 7.0]), 3, 0.39
perm_warm, perm_cold = 300.0, 1.0e4
mu_pair = eps + U / 2


def annihilators(modes):
    """Jordan-Wigner matrices of fermion annihilation operators."""
    low, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for j in range(modes):
        m = np.eye(1)
        for i in range(modes):
            m = np.kron(m, sign if i < j else (low if i == j else one))
        ops.append(m)
    return ops


c_up, c_dn = annihilators(2)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
number = n_up + n_dn


def centre_h(e, u):
    return e * number + u * n_up @ n_dn


def trace_filling(mu, T, e, u):
    """Mean filling from the grand-canonical trace."""
    w, v = np.linalg.eigh(centre_h(e, u) - mu * number)
    p = np.exp(-(w - w.min()) / (kB * T))
    return float(p @ np.diag(v.T @ number @ v) / p.sum())


def filling(mu, T):
    x, a = (mu - mu_pair) / (kB * T), np.exp(U / (2 * kB * T))
    return 1 + np.sinh(x) / (np.cosh(x) + a)


def mu_of_filling(n, T, e, u):
    d, a = n - 1, np.exp(u / (2 * kB * T))
    y = (a * d + np.sqrt(1 - d * d + a * a * d * d)) / (1 - d)
    return e + u / 2 + kB * T * np.log(y)


# --- Lattice relaxation: oscillator diagonalization against eps and U
e_bare = eps + relax / 2
assert abs(U_bare - relax - U) < 1e-12
dim = 150
b = np.diag(np.sqrt(np.arange(1, dim)), 1)
g = np.sqrt(relax * hw / 2)
for q in range(3):
    h = hw * b.T @ b - q * g * (b + b.T)
    levels = np.linalg.eigvalsh(h)[:5] + q * e_bare + U_bare * q * (q - 1) / 2
    relaxed = q * eps + U * q * (q - 1) / 2
    assert np.allclose(levels, relaxed + hw * np.arange(5), atol=1e-7)

# --- Level crossing, and its status as ground state for both signs of U


def sector_energy(mu, q, e, u):
    keep = np.isclose(np.diag(number), q)
    h = centre_h(e, u) - mu * number
    return np.linalg.eigvalsh(h[np.ix_(keep, keep)])[0]


eps_pos, U_pos = mu_pair - abs(U) / 2, abs(U)
for e, u, below, above in ((eps, U, 0, 2), (eps_pos, U_pos, 1, 1)):
    cross = brentq(lambda m: sector_energy(m, 2, e, u)
                   - sector_energy(m, 0, e, u), -1, 1)
    assert abs(cross - (e + u / 2)) < 1e-10
    for shift, expected in ((-1e-4, below), (1e-4, above)):
        es = [sector_energy(cross + shift, q, e, u) for q in range(3)]
        assert int(np.argmin(es)) == expected
single_cost = sector_energy(mu_pair, 1, eps, U)

# --- Filling and its inverse against the trace
for T in (77., 300.):
    for m in (-0.01, 0.015, 0.02, 0.05):
        assert abs(filling(m, T) - trace_filling(m, T, eps, U)) < 1e-9
for e, u in ((eps, U), (eps_pos, U_pos), (0.02, 0.0)):
    for n in (0.3, 1.0, 1.7):
        root = brentq(lambda m: trace_filling(m, 300., e, u) - n, -0.5, 0.6,
                      xtol=1e-13)
        assert abs(root - mu_of_filling(n, 300., e, u)) < 1e-9

# --- Fixed electron number: count configurations of 400 centres
T_test, centres = 77., 400
poly = np.array([1.])
for _ in range(centres):
    poly = np.convolve(poly, [1., 2 * np.exp(U / (2 * kB * T_test)), 1.])
for electrons in (121, 401, 641):
    mu_count = mu_pair - kB * T_test / 2 * np.log(
        poly[electrons + 1] / poly[electrons - 1])
    mu_formula = mu_of_filling(electrons / centres, T_test, eps, U)
    # finite-size error is of order 1/electrons in units of kT
    assert abs(mu_count - mu_formula) < 0.01 * kB * T_test

# --- Conduction band
m_dos = float(np.prod(masses) ** (1 / 3))
C = valleys * (m_dos / K) ** 1.5 / (3 * np.pi**2)
n_star = C * mu_pair**1.5


def band_density(mu, T):
    s = np.linspace(0, np.sqrt(max(mu, 0) + 40 * kB * T), 4001)
    return float(np.sum(3 * C * s**2 * expit((mu - s**2) / (kB * T))) * s[1])


kt = kB * 77.
poly_log = -mp.re(mp.polylog(1.5, -mp.exp(mu_pair / kt)))
assert abs(band_density(mu_pair, 77.)
           / float(C * 1.5 * mp.gamma(1.5) * kt**1.5 * poly_log) - 1) < 1e-6

# Count k-points in the anisotropic pocket: parabolic and tight-binding bands
k_f = np.sqrt(mu_pair * masses / K)
u_ax = (np.arange(120) + 0.5) * 1.3 / 120
cell = valleys * 2 * 8 * np.prod(k_f) * (1.3 / 120)**3 / (2 * np.pi)**3


def count_density(axis_energies):
    ex, ey, ez = axis_energies
    total = ex[:, None, None] + ey[None, :, None] + ez[None, None, :]
    return cell * np.count_nonzero(total < mu_pair)


n_parabolic = count_density([K * (k * u_ax)**2 / m for k, m in zip(k_f, masses)])
n_tight = count_density([2 * K / (m * a_lat**2) * (1 - np.cos(k * u_ax * a_lat))
                         for k, m in zip(k_f, masses)])
assert abs(n_parabolic / n_star - 1) < 0.005           # finite k mesh

# --- T = 0: minimize the total energy over all occupations of the centres


def ground(M, e, u):
    f1, f2 = np.meshgrid(np.linspace(0, 1, 21), np.linspace(0, 1, 2001))
    nc = M - Ni * (f1 + 2 * f2)
    band = 0.6 * C**(-2 / 3) * np.maximum(nc, 0)**(5 / 3)
    energy = band + Ni * (e * f1 + (2 * e + u) * f2)
    energy[(nc < 0) | (f1 + f2 > 1 + 1e-12)] = np.inf
    i = np.unravel_index(np.argmin(energy), energy.shape)
    return energy[i], f1[i], f2[i]


def mu_ground(M, e, u, d=0.002):
    return (ground(M + d, e, u)[0] - ground(M - d, e, u)[0]) / (2 * d)


def filling_zero(M):
    return float(np.clip((M - n_star) / Ni, 0, 2))


for M in (0.05, 0.12, 0.20, 0.25, 0.32):
    _, f1, f2 = ground(M, eps, U)
    assert f1 == 0 and abs(2 * f2 - filling_zero(M)) < 0.002
M_pair = (0.20, 0.25)
mu_neg = [mu_ground(M, eps, U) for M in M_pair]
mu_pos = [mu_ground(M, eps_pos, U_pos) for M in M_pair]
assert max(abs(m - mu_pair) for m in mu_neg) < 1e-5
assert mu_pos[1] - mu_pos[0] > 0.005
assert all(ground(M, eps_pos, U_pos)[1] == 1 for M in M_pair)

# --- Finite T neutrality, with optional Gaussian spread of the level


def solve_mu(N, ND, T, sigma=0.0):
    v = np.linspace(-6, 6, 401)
    w = np.exp(-v**2 / 2)
    w /= w.sum()

    def excess(mu):
        occ = filling(mu, T) if sigma == 0 else w @ filling(mu - sigma * v, T)
        return band_density(mu, T) + N * occ - 2 * N - ND
    return brentq(excess, -0.3, 0.4, xtol=1e-13)


temps = (10., 77., 300.)
states = []
for T in temps:
    m = solve_mu(Ni, 0., T)
    states.append((T, m, trace_filling(m, T, eps, U), band_density(m, T)))
T, m, n, _ = states[0]
shift_low = kB * T / 2 * np.log(n / (2 - n))
assert abs(m - mu_pair - shift_low) < 1e-7

# Residual slope at 77 K: formula against re-solved neutrality
T, m, n, _ = states[1]
x, a = (m - mu_pair) / (kB * T), np.exp(U / (2 * kB * T))
dn_centre = (1 + a * np.cosh(x)) / (kB * T * (np.cosh(x) + a)**2)
dn_band = (band_density(m + 1e-5, T) - band_density(m - 1e-5, T)) / 2e-5
slope = 1 / (dn_band + Ni * dn_centre)
dN = 1e-4
slope_num = (solve_mu(Ni, dN, T) - solve_mu(Ni, -dN, T)) / (2 * dN)
assert abs(slope_num / slope - 1) < 1e-3

# --- Charge disorder


def screening_length(perm):
    return (4 * np.pi * COUL / perm * 1.5 * n_star / mu_pair)**-0.5


def level_spread(ND, perm):
    n0 = filling_zero(2 * Ni + ND)
    charge2 = 4 * Ni * (1 - n0 / 2) + abs(ND)
    return COUL / perm * np.sqrt(2 * np.pi * screening_length(perm) * charge2)


def site_sum(h, lam):
    """Sum over cubic sites of h^3*exp(-2r/lam)/r^2 without the origin."""
    k = int(5 * lam / h)
    s = (np.arange(-k, k + 1) * h)**2
    r2 = s[:, None, None] + s[None, :, None] + s[None, None, :]
    r2[k, k, k] = np.inf
    return float(np.sum(np.exp(-2 * np.sqrt(r2) / lam) / r2) * h**3)


lam = screening_length(perm_warm)
limit = 2 * site_sum(lam / 16, lam) - site_sum(lam / 8, lam)
assert abs(limit / (2 * np.pi * lam) - 1) < 0.015      # second-order mesh error
site_ratio = np.sqrt(site_sum(a_lat, lam) / (2 * np.pi * lam))

scan = []
for ND in (-0.10, -0.05, 0.0, 0.05):
    scan.append([ND, solve_mu(0., 2 * Ni + ND, 10.)]
                + [solve_mu(Ni, ND, T) for T in temps]
                + [solve_mu(Ni, ND, 10., level_spread(ND, p))
                   for p in (perm_warm, perm_cold)])
scan = np.array(scan)
span = scan[-1, 1:] - scan[0, 1:]
assert span[1] < span[5] < span[4] < span[0]

# --- Unequal weights of the pair and empty states
weight = 3.0


def weighted_filling(x, a):
    p = np.array([1., 2 * a * np.exp(x), weight * np.exp(2 * x)])
    return p @ np.arange(3) / p.sum()


a300 = np.exp(U / (2 * kB * 300))
x_half = brentq(lambda y: weighted_filling(y, a300) - 1, -5, 5)
assert abs(x_half + np.log(weight) / 2) < 1e-9

# --- Pair exchange with one band orbital at mu_pair, hopping V
V = 0.005
cu, cd, du, dd = annihilators(4)
nu, nd = cu.T @ cu, cd.T @ cd
n_orb = du.T @ du + dd.T @ dd
hop = cu.T @ du + cd.T @ dd
h = eps * (nu + nd) + U * nu @ nd + mu_pair * n_orb + V * (hop + hop.T)
two = np.isclose(np.diag(nu + nd + n_orb), 2)
w = np.linalg.eigvalsh(h[np.ix_(two, two)])
split = w[1] - w[0]
assert abs(split / (8 * V**2 / abs(U)) - 1) < 0.02     # next order in V/U

# --- Carrier saturation with centres alone
saturation = []
for N in (0.02, 0.05, 0.10, 0.20):
    nc = band_density(solve_mu(N, 0., 10.), 10.)
    nc0 = min(2 * N, n_star)
    assert abs(nc / nc0 - 1) < 0.05                    # thermal rounding at 10 K
    saturation.append((N, nc0, nc))

split_band = 0.030
n_split = C / valleys * (2 * mu_pair**1.5 + max(mu_pair - split_band, 0)**1.5)

print("Densities below are in 1e20 cm^-3 unless another unit is named")
print(f"eps = {eps:.3f} eV, U = {U:.3f} eV, centres N_i = {10*Ni:.2f}")
print(f"bare level {e_bare:.3f} eV, bare U {U_bare:.3f} eV, Lambda {relax:.3f} eV")
print(f"oscillator quantum {1e3*hw:.0f} meV")
print(f"mu_pair = {1e3*mu_pair:.2f} meV; single state above pair {1e3*single_cost:.1f} meV")
print(f"masses {masses[0]}, {masses[1]}, {masses[2]} m_e; DOS mass {m_dos:.3f} m_e")
print(f"number of bands {valleys}; lattice constant {a_lat:.2f} nm")
print(f"band density at mu_pair, T=0: n_star = {10*n_star:.4f}")
print(f"pinned window of N_D: {10*(n_star-2*Ni):.4f} to {10*n_star:.4f}")
print(f"T=0 filling at N_D=0: {filling_zero(2*Ni):.4f} electrons per centre")
print("N_D = 0: T (K), kT (meV), mu (meV), filling, carriers")
for T, m, n, nc in states:
    print(f"  {T:5.0f} {1e3*kB*T:8.3f} {1e3*m:8.3f} {n:7.4f} {10*nc:7.4f}")
print(f"low-T shift formula at 10 K: {1e3*shift_low:.4f} meV")
print(f"77 K slope dmu/dN_D: {10*slope:.4f} meV per 1e19 cm^-3")
print(f"77 K slope, band alone at same mu: {10/dn_band:.4f} meV per 1e19 cm^-3")
print("T=0, M = total electrons: M, mu for U<0, mu for U>0 (meV)")
for M, p, q in zip(M_pair, mu_neg, mu_pos):
    print(f"  {10*M:.2f} {1e3*p:8.3f} {1e3*q:8.3f}")
print(f"U>0 comparison: eps = {eps_pos:.3f} eV, U = {U_pos:.3f} eV")
print("mu (meV): N_D | double donors 10 K | centres 10, 77, 300 K |")
print("          centres 10 K with disorder, permittivity 300, 10000")
for row in scan:
    print(f"  {10*row[0]:5.2f} | " + " ".join(f"{1e3*y:7.2f}" for y in row[1:]))
print("  span  | " + " ".join(f"{1e3*y:7.2f}" for y in span))
for p in (perm_warm, perm_cold):
    print(f"permittivity {p:.0f}: screening length {screening_length(p):.3f} nm, "
          f"spread at N_D=0 {1e3*level_spread(0., p):.3f} meV")
print(f"spread, discrete sites / continuum (permittivity 300): {site_ratio:.3f}")
print("Centres alone: N_i, carriers at T=0, carriers at 10 K")
for N, nc0, nc in saturation:
    print(f"  {10*N:.2f} {10*nc0:.4f} {10*nc:.4f}")
print(f"pair weight {weight:.0f}: half-filling shift at 300 K {1e3*kB*300*x_half:.2f} meV")
print(f"hopping V = {1e3*V:.1f} meV: pair splitting {1e3*split:.4f} meV")
print(f"estimate 8V^2/|U| = {1e3*8*V**2/abs(U):.4f} meV")
print(f"n_star with tight-binding bands: {10*n_tight:.4f}")
print(f"n_star with one band raised {1e3*split_band:.0f} meV: {10*n_split:.4f}")
print("OK")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 286, in <module>
    assert abs(nc / nc0 - 1) < 0.05                    # thermal rounding at 10 K
           ^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The carrier-saturation test compared carriers at 10 K with the T=0 law min(2N_i, n*) and allowed 5 %. It left out the thermal shift (kT/2) ln[n/(2−n)] of the pinned chemical potential, which by hand estimate changes the carrier density by about 5 % for the largest N_i, so the fault lay in the test and not in the pinning result. The reference value now includes this shift to first order, and the tolerance is tightened from 5 % to 1 % to cover the remaining higher-order thermal terms. The tested quantity is therefore the 10 K carrier density against the shifted law; the T=0 law is still printed beside it, and no case is removed.

The change:

```diff
@@ -279,11 +279,18 @@
 assert abs(split / (8 * V**2 / abs(U)) - 1) < 0.02     # next order in V/U
 
-# --- Carrier saturation with centres alone
+# --- Carrier saturation with centres alone, including the thermal drift of
+# --- the pinned level to first order in kT/mu_pair
 saturation = []
+T_sat = 10.
 for N in (0.02, 0.05, 0.10, 0.20):
-    nc = band_density(solve_mu(N, 0., 10.), 10.)
+    nc = band_density(solve_mu(N, 0., T_sat), T_sat)
     nc0 = min(2 * N, n_star)
-    assert abs(nc / nc0 - 1) < 0.05                    # thermal rounding at 10 K
-    saturation.append((N, nc0, nc))
+    nc1 = nc0
+    if 2 * N > n_star:
+        n0 = 2 - n_star / N
+        drift = kB * T_sat / 2 * np.log(n0 / (2 - n0))
+        nc1 = n_star * (1 + 1.5 * drift / mu_pair)
+    assert abs(nc / nc1 - 1) < 0.01                    # second-order thermal terms
+    saturation.append((N, nc0, nc1, nc))
 
 split_band = 0.030
@@ -319,7 +326,7 @@
           f"spread at N_D=0 {1e3*level_spread(0., p):.3f} meV")
 print(f"spread, discrete sites / continuum (permittivity 300): {site_ratio:.3f}")
-print("Centres alone: N_i, carriers at T=0, carriers at 10 K")
-for N, nc0, nc in saturation:
-    print(f"  {10*N:.2f} {10*nc0:.4f} {10*nc:.4f}")
+print("Centres alone: N_i, carriers at T=0, 10 K first order, 10 K solved")
+for N, nc0, nc1, nc in saturation:
+    print(f"  {10*N:.2f} {10*nc0:.4f} {10*nc1:.4f} {10*nc:.4f}")
 print(f"pair weight {weight:.0f}: half-filling shift at 300 K {1e3*kB*300*x_half:.2f} meV")
 print(f"hopping V = {1e3*V:.1f} meV: pair splitting {1e3*split:.4f} meV")
```

Output now:

```
Densities below are in 1e20 cm^-3 unless another unit is named
eps = 0.120 eV, U = -0.200 eV, centres N_i = 1.00
bare level 0.370 eV, bare U 0.300 eV, Lambda 0.500 eV
oscillator quantum 50 meV
mu_pair = 20.00 meV; single state above pair 100.0 meV
masses 0.7, 0.7, 7.0 m_e; DOS mass 1.508 m_e
number of bands 3; lattice constant 0.39 nm
band density at mu_pair, T=0: n_star = 0.7137
pinned window of N_D: -1.2863 to 0.7137
T=0 filling at N_D=0: 1.2863 electrons per centre
N_D = 0: T (K), kT (meV), mu (meV), filling, carriers
     10    0.862   20.240  1.2718  0.7282
     77    6.635   20.903  1.1352  0.8648
    300   25.852    9.006  0.6062  1.3938
low-T shift formula at 10 K: 0.2402 meV
77 K slope dmu/dN_D: 0.4999 meV per 1e19 cm^-3
77 K slope, band alone at same mu: 1.9194 meV per 1e19 cm^-3
T=0, M = total electrons: M, mu for U<0, mu for U>0 (meV)
  2.00   20.000   25.043
  2.50   20.000   32.816
U>0 comparison: eps = -0.080 eV, U = 0.200 eV
mu (meV): N_D | double donors 10 K | centres 10, 77, 300 K |
          centres 10 K with disorder, permittivity 300, 10000
  -1.00 |   25.02   19.29   15.39   -9.15   14.06   18.98
  -0.50 |   32.80   19.82   18.39    1.28   18.51   19.75
   0.00 |   39.74   20.24   20.90    9.01   21.54   20.29
   0.50 |   46.12   20.82   23.57   15.45   23.87   20.91
  span  |   21.10    1.53    8.17   24.60    9.80    1.93
permittivity 300: screening length 1.760 nm, spread at N_D=0 6.030 meV
permittivity 10000: screening length 10.161 nm, spread at N_D=0 0.435 meV
spread, discrete sites / continuum (permittivity 300): 0.852
Centres alone: N_i, carriers at T=0, 10 K first order, 10 K solved
  0.20 0.4000 0.4000 0.4000
  0.50 0.7137 0.6926 0.6963
  1.00 0.7137 0.7273 0.7282
  2.00 0.7137 0.7489 0.7494
pair weight 3: half-filling shift at 300 K -14.20 meV
hopping V = 5.0 meV: pair splitting 0.9902 meV
estimate 8V^2/|U| = 1.0000 meV
n_star with tight-binding bands: 0.7262
n_star with one band raised 30 meV: 0.4758
OK
```
